\section*{Radius of gyration of an ideal 100-segment resist chain}

\section{Problem}

A resist film is cast from a linear polymer. One of its chains is modelled as $N=100$ segments joining $N+1$ beads of equal mass. The statistical length of a segment is $b=0.70$ nm, defined through the end-to-end vector $\mathbf R$ by
\begin{equation}
\langle R^2\rangle = N b^2 .
\label{eq:bdef}
\end{equation}
The angle brackets denote an average over conformations. The chain is ideal: different segment vectors are uncorrelated, each has mean square length $b^2$, and beads far apart along the chain do not repel each other.

The squared radius of one conformation is the mean squared distance of its beads from their centre of mass $\mathbf r_{\rm cm}$,
\begin{equation}
S^2=\frac{1}{N+1}\sum_{i=0}^{N}|\mathbf r_i-\mathbf r_{\rm cm}|^2 ,
\qquad R_g=\sqrt{\langle S^2\rangle}.
\label{eq:def}
\end{equation}

\begin{enumerate}
\item Estimate the size of the chain by scaling.
\item Calculate $R_g$ for the given $N$ and $b$, and compare it with the estimate.
\item Find how far the answer moves if the chain is locally stiff, if it lies in a film 40 nm thick, or if its beads exclude one another.
\end{enumerate}

\section{First estimate by scaling}

Join two ideal chains of $N_1$ and $N_2$ segments end to end. The end-to-end vector of the whole is $\mathbf R=\mathbf R_1+\mathbf R_2$, so
\begin{equation}
\langle R^2\rangle=\langle R_1^2\rangle+\langle R_2^2\rangle+2\langle\mathbf R_1\cdot\mathbf R_2\rangle .
\end{equation}
The last term vanishes because the segments of one part are uncorrelated with those of the other. The mean square size is therefore additive in the number of segments, hence proportional to $N$. The model contains one length, $b$, so
\begin{equation}
R_g\sim b\,N^{1/2}=0.70\ \text{nm}\times 10=7.0\ \text{nm}.
\label{eq:scaling}
\end{equation}

The argument fixes the power of $N$ but not the numerical factor. The value 7.0 nm is the root-mean-square end-to-end distance. The radius of gyration should be smaller, since it measures distances from the centre of mass and most beads are closer to it than the two ends are to each other. How much smaller requires a sum over all beads.

\section{Exact solution}

\subsection{Removing the centre of mass}

Let $\mathbf s_i=\mathbf r_i-\mathbf r_{\rm cm}$. By the definition of the centre of mass, $\sum_i\mathbf s_i=0$. Since $\mathbf r_i-\mathbf r_j=\mathbf s_i-\mathbf s_j$,
\begin{align}
\sum_{i,j}|\mathbf r_i-\mathbf r_j|^2
&=\sum_{i,j}\left(s_i^2+s_j^2-2\,\mathbf s_i\cdot\mathbf s_j\right)\nonumber\\
&=2(N+1)\sum_i s_i^2-2\Big|\sum_i\mathbf s_i\Big|^2
=2(N+1)\sum_i s_i^2 .
\end{align}
The double sum counts each pair twice. Restricting it to $i<j$ halves it, and inserting $\sum_i s_i^2=(N+1)S^2$ gives
\begin{equation}
S^2=\frac{1}{(N+1)^2}\sum_{i<j}|\mathbf r_i-\mathbf r_j|^2 .
\label{eq:pairs}
\end{equation}
This is an identity for every conformation, ideal or not.

\subsection{Averaging over conformations}

Two beads $n=j-i$ segments apart are joined by the segment vectors $\mathbf u_{i+1},\dots,\mathbf u_j$. Therefore
\begin{equation}
\langle|\mathbf r_i-\mathbf r_j|^2\rangle
=\sum_{a=i+1}^{j}\langle u_a^2\rangle
+\sum_{a\neq c}\langle\mathbf u_a\cdot\mathbf u_c\rangle
=n b^2 .
\label{eq:sep}
\end{equation}
The second sum is zero because the segments are uncorrelated. This is the step that uses ideality.

There are $N+1-n$ pairs with separation $n$. The required sum is
\begin{align}
\sum_{n=1}^{N}n(N+1-n)
&=(N+1)\frac{N(N+1)}{2}-\frac{N(N+1)(2N+1)}{6}\nonumber\\
&=\frac{N(N+1)}{6}\left[3(N+1)-(2N+1)\right]
=\frac{N(N+1)(N+2)}{6}.
\label{eq:sum}
\end{align}
Averaging Eq.~\eqref{eq:pairs} and inserting Eqs.~\eqref{eq:sep} and \eqref{eq:sum} cancels one factor $N+1$:
\begin{equation}
R_g^2=\frac{b^2N(N+2)}{6(N+1)} .
\label{eq:result}
\end{equation}

For $N=1$ this gives $R_g=b/2$, as it must for two equal beads a distance $b$ apart. For $N\gg1$ the ratio $(N+2)/(N+1)$ tends to one, and
\begin{equation}
R_g\simeq b\sqrt{N/6}.
\label{eq:long}
\end{equation}

\subsection{Numbers}

For the given chain,
\begin{equation}
R_g^2=(0.70\ \text{nm})^2\,\frac{100\times102}{6\times101}=8.2475\ \text{nm}^2,
\qquad R_g=2.872\ \text{nm}.
\end{equation}
The long-chain form gives $R_g^2=8.1667$ nm$^2$ and $R_g=2.858$ nm. Both round to
\begin{equation}
R_g\approx 2.9\ \text{nm}=29\ \text{\AA}.
\end{equation}
The ratio of the two squared radii is $(N+1)/(N+2)=101/102$, so the long-chain form is low by 0.98\% in $R_g^2$ and, after the square root, by 0.49\% in $R_g$, relative to the finite chain. Rounding $b$ to 0.70 nm already leaves an uncertainty of up to 0.7\% in $R_g$, so the difference is not significant here.

Direct sampling tests the result. In 20\,000 chains built from randomly oriented segments of fixed length $b$, the mean of $S^2$, computed from the centre-of-mass definition, is $8.245\pm0.030$ nm$^2$. The uncertainty here and below is one standard error.

The same sample shows that $R_g$ is not the size of every chain. The radius $S$ has mean 2.79 nm and standard deviation 0.69 nm, about a quarter of the mean. The mean lies below $R_g$ because $\langle S^2\rangle=\langle S\rangle^2+\operatorname{var}(S)$.

\section{Comparison of the two}

The scaling estimate of 7.0 nm exceeds the calculated radius by a factor of about 2.4. For a long chain the factor is $\sqrt6$, and the 6 has two sources. First, the mean separation along the chain of two beads chosen at random is $N/3$, since
\begin{equation}
\frac{1}{N^2}\int_0^N\!\!\int_0^N|x-y|\,dx\,dy
=\frac{2}{N^2}\int_0^N n(N-n)\,dn=\frac N3 .
\end{equation}
Their mean squared distance is then $Nb^2/3$. Second, the mean squared distance between two such beads is twice the mean squared distance of one bead from the centre of mass, which follows from Eq.~\eqref{eq:pairs}. Together these give $Nb^2/6$. For the finite chain, $\langle R^2\rangle/R_g^2=6(N+1)/(N+2)=5.941$.

The power of $N$ survives unchanged. At fixed $b$, Eq.~\eqref{eq:result} gives 2.04 nm for $N=50$, 2.87 nm for $N=100$ and 4.05 nm for $N=200$. Each doubling of the chain length multiplies the radius by about $\sqrt2$. Scaling is thus reliable for ratios between ideal chains, while the absolute size needs the sum.

\section{What the ideal chain leaves out}

\subsection{Local stiffness}

If each segment represents one chemical repeat unit, neighbouring units are not free to point anywhere. The statistical length $b$ includes their correlation for a long chain, but Eq.~\eqref{eq:sep} then fails at short separations. The wormlike chain describes this. It is a smooth curve of contour length $L$ whose unit tangents have the correlation $e^{-u/p}$ at contour separation $u$, where $p$ is the persistence length.

Two points a contour distance $s$ apart have mean squared separation
\begin{equation}
\langle r^2(s)\rangle=2\int_0^s(s-u)e^{-u/p}\,du
=2ps-2p^2\left(1-e^{-s/p}\right).
\label{eq:worm}
\end{equation}
The weight $2(s-u)$ counts the pairs of tangents separated by $u$. For $s\gg p$ the leading term is $2ps$. Let $l$ be the contour length per unit. Matching $2pNl$ to $Nb^2$ gives $p=b^2/(2l)$.

The continuous form of Eq.~\eqref{eq:pairs} is $R_g^2=L^{-2}\int_0^L(L-s)\langle r^2(s)\rangle\,ds$. The integrals needed are
\begin{equation}
\begin{aligned}
\int_0^L(L-s)s\,ds&=\frac{L^3}{6},\qquad
\int_0^L(L-s)\,ds=\frac{L^2}{2},\\
\int_0^L(L-s)e^{-s/p}\,ds&=pL-p^2\left(1-e^{-L/p}\right).
\end{aligned}
\end{equation}
Multiplying them by $2p$, $-2p^2$ and $2p^2$ respectively, and dividing by $L^2$, gives
\begin{equation}
R_g^2=\frac{Lp}{3}-p^2+\frac{2p^3}{L}-\frac{2p^4}{L^2}\left(1-e^{-L/p}\right).
\end{equation}
The first term equals $Nb^2/6$. The second is the main correction.

With a rough value $l=0.25$ nm, $L=25.0$ nm and $p=0.49/0.50=0.98$ nm. The result is $R_g=2.70$ nm, which is 6.1\% below the ideal bead chain at the same $N$ and long-chain $b$. A small part of this comes from replacing the beads by a continuous curve: relative to the continuous ideal chain, whose radius is the long-chain value 2.858 nm, the reduction is 5.6\%. Part of that reduction is a shorter end-to-end distance. Since $b$ was matched only for $s\gg p$, Eq.~\eqref{eq:worm} at $s=L$ gives $\langle R^2\rangle=47.1$ nm$^2$ instead of the 49.0 nm$^2$ of Eq.~\eqref{eq:bdef}. The answer 2.9 nm therefore belongs to uncorrelated segments; a locally stiff chain with the same long-chain $b$ is nearer 2.7 nm.

\subsection{Film surfaces}

Let the film occupy $0<z<h$. In a dense film of uniform density, the surfaces can be modelled as reflecting walls: a path that would leave is folded back. Folding leaves the two components parallel to the film unchanged.

For the normal component, expand the position inside the film in cosines:
\begin{equation}
z=\frac h2-\sum_{m\ \rm odd}\frac{4h}{m^2\pi^2}\cos(k_mz),
\qquad k_m=\frac{m\pi}{h}.
\end{equation}
These cosines are even in $z$ and have period $2h/m$, so folding does not alter them. For a segment of fixed length $b$ and random direction, the $z$ component $\delta$ is uniformly distributed between $-b$ and $b$. Averaging over one segment gives
\begin{equation}
\langle\cos[k_m(z+\delta)]\rangle=q_m\cos(k_mz),
\qquad q_m=\frac{\sin(k_mb)}{k_mb},
\end{equation}
because the term in $\sin(k_m\delta)$ averages to zero. After $n$ segments the factor is $q_m^n$. If the first bead is uniformly distributed across the film, so are all later ones, since every cosine average starts at zero and stays there. Different cosines are orthogonal, and each has mean square $1/2$. Hence
\begin{equation}
\langle(z_i-z_j)^2\rangle
=2\langle z^2\rangle-2\langle z_iz_j\rangle
=\sum_{m\ \rm odd}\frac{16h^2}{m^4\pi^4}\left(1-q_m^n\right).
\label{eq:film}
\end{equation}

Summing this over pairs as in Eq.~\eqref{eq:pairs}, with $h=40$ nm, gives a normal contribution of 2.546 nm$^2$. Without walls it is $R_g^2/3=2.749$ nm$^2$. The loss is 0.203 nm$^2$, and folding the sampled chains into the film gives $0.198\pm0.006$ nm$^2$. Adding the unchanged parallel part,
\begin{equation}
R_{g,\rm film}=\sqrt{\tfrac23(8.2475)+2.546}\ \text{nm}=2.84\ \text{nm},
\end{equation}
a reduction of 1.2\% averaged over the film. The film is 13.9 times as thick as $R_g$, so the average effect is small. The loss is not spread evenly: only chains that reach a wall are folded, so chains within about $R_g$ of a surface are flattened much more than the average, and those in the middle of the film hardly at all.

In the opposite limit, $b\ll h\ll R_g$, most pairs have $q_m^n\approx0$. Since $\sum_{m\ \rm odd}m^{-4}=\pi^4/96$, Eq.~\eqref{eq:film} tends to $h^2/6$ and the normal part of $R_g^2$ to $h^2/12$. The chain then fills the thickness uniformly and becomes a flattened coil. This limit needs a much longer chain than the one here, whose $R_g$ is only about $4b$.

\subsection{Excluded volume}

In a dense film a chain is surrounded by others. With the rough density 1.2 g/cm$^3$ and a repeat unit C$_8$H$_8$O of 120.2 g/mol, the dry volume per unit is 0.166 nm$^3$, or 16.6 nm$^3$ per chain. A sphere of radius $R_g$ has volume 99.2 nm$^3$, 6.0 times as much. Even if the whole chain lay inside that sphere, most of the space would belong to other chains. Spreading out would then exchange contacts with itself for contacts with similar neighbours. This makes it plausible that excluded volume is screened in the film, which is the assumption behind the ideal model; it is not a proof.

An isolated chain in a good solvent has no such surroundings. As a strong case, let the beads be hard spheres of diameter $b$, with adjacent beads touching. Their volume, 0.180 nm$^3$, exceeds the whole space of 0.166 nm$^3$ available per repeat unit in the dry film, voids included, so such beads could not be packed at the film's density. The bead chain also has a contour of $Nb=70$ nm, against the 25 nm used above. It is a model of strong exclusion, not of the chemical chain. Conformations were sampled by rotating one end of the chain about a randomly chosen bead and rejecting any move that produced an overlap. One run gives $R_g=5.25\pm0.03$ nm. With a margin of a few standard errors, the radius is roughly 80 to 86\% above that of the ideal chain with the same bond length.

This percentage should not be read as the swelling of a film chain when it dissolves. Part of it is local. If second neighbours may not overlap, the angle $\theta$ between successive segments must satisfy
\begin{equation}
2b^2(1+\cos\theta)\ge b^2,\qquad\text{so}\qquad \cos\theta\ge-\tfrac12 .
\end{equation}
With this restriction alone, $\cos\theta$ is uniform between $-1/2$ and 1, with mean $c=1/4$. Segments $n$ apart then have mean cosine $c^n$, and for a long chain
\begin{equation}
\frac{\langle R^2\rangle}{Nb^2}\to1+2\sum_{n=1}^{\infty}c^n=\frac{1+c}{1-c}=\frac53 .
\end{equation}
This raises the radius by a factor $\sqrt{5/3}\approx1.3$. The remaining factor, a little over 1.4, comes from all pairs of beads three or more segments apart. These include near neighbours along the chain, so the factor 1.3 is only the second-neighbour share of the local part, and the remainder is not a purely long-range swelling. A statistical length inferred from chains in a dense film already contains the local part, so using it again as the bond length of hard beads counts that part twice.

\section{The model beside a real resist}

The parameters are meant to resemble a resin of the poly(4-hydroxystyrene) type; the statistical length of 0.70 nm per repeat unit is an assumed value, not one derived here. One hundred units correspond to 12.0 kg/mol, a plausible size for such a resin, and 40 nm is a plausible thickness for a thin resist. Real resins contain a distribution of chain lengths and often several kinds of repeat unit. Of the effects estimated here for a chain in the film, chain length matters most: from 50 to 200 units the ideal radius runs from 2.04 to 4.05 nm. Stiffness at fixed long-chain $b$ lowers the value for 100 units by about 6\%, and the film surfaces by about 1\% averaged over the thickness, each taken separately. The last figure is for neutral reflecting walls and leaves out any attraction of the chain to the substrate. During development in aqueous base, phenol groups can become charged. Neither the ideal chain nor the hard-bead chain includes that charge, so the ideal value of 2.9 nm should not be used for the dissolved polymer. The values behind these comparisons are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Segments N: 100
Statistical length b: 0.70 nm
Pair-counting sum for N: 171700
Rg squared, finite chain: 8.2475 nm^2
Rg, finite chain: 2.8719 nm
Rg squared, long-chain form: 8.1667 nm^2
Rg, long-chain form: 2.8577 nm
Rg, rounded: 2.9 nm = 29 angstrom
Long-chain form relative to finite chain: -0.49 %
Rms end-to-end distance: 7.00 nm
Ratio <R^2>/Rg^2, finite chain: 5.941
Sampled chains: 20000
Sampled <R^2>: 48.86 +/- 0.28 nm^2
Sampled Rg squared: 8.245 +/- 0.030 nm^2
Sampled mean of S (not rms): 2.79 nm
Sampled standard deviation of S: 0.69 nm
Rg for N = 50: 2.04 nm
Rg for N = 200: 4.05 nm
Contour length per repeat unit (rough): 0.25 nm
Contour length of chain: 25.0 nm
Persistence length: 0.98 nm
Rg, wormlike chain: 2.698 nm
Stiffness changes Rg by: -6.1 %
Film thickness (rough): 40 nm
Film thickness / Rg: 13.9
Normal part of Rg squared, free: 2.749 nm^2
Normal part of Rg squared, film: 2.546 nm^2
Sampled loss of normal part: 0.198 +/- 0.006 nm^2
Rg averaged over film: 2.836 nm
Film surfaces change Rg by: -1.2 %
Hard-bead diameter: 0.70 nm
Hard-bead volume: 0.180 nm^3
Pivot acceptance, hard beads: 0.49
Rg, hard beads: 5.25 +/- 0.03 nm
Good-solvent swelling changes Rg by: 83 %
Repeat-unit molar mass: 120.2 g/mol
Chain molar mass: 12.0 kg/mol
Density (rough): 1.2 g/cm3
Dry volume per repeat unit: 0.166 nm^3
Dry volume of chain: 16.6 nm^3
Volume of sphere of radius Rg: 99.2 nm^3
Sphere volume / chain volume: 6.0
\end{verbatim}
